**Harper bands and their Chern numbers at rational flux**

For flux p/q per cell, a gap above r bands has Chern number t satisfying r = qs + pt, where s is an integer. Here t counts particles pumped towards +x as the dimensionless momentum ky grows by 2π; J denotes the hopping energy. The program asserts that the Harper matrix reproduces the spectrum of a real-space torus, and that Berry loops and tracked Wannier centres give the predicted t for the open gaps at fluxes 1/3, 2/3, 1/4, 2/5 and 3/7. It also asserts the closed central gap at 1/4, the weak-coupling gap at 2/5 and the level counts at two fluxes near 1/3. The output shows band Chern numbers 1, −2, 1 at flux 1/3, with two gaps of 1.2679 J. For a patterned electron gas with rough parameters, a continuum calculation on a coarse mesh keeps t = 1 and −1 but makes the two gaps unequal. The estimated gated Coulomb energy is about 2.7 times the Harper gap, so the example describes a one-electron spectrum and does not predict a measured gap.

## Program and output

```python
"""Harper bands on the square lattice at flux p/q per cell.
Result under test: a gap above r bands has Chern number t with
r = q*s + p*t, and |t| < q/2 for nearest-neighbour hopping.
At p/q = 1/3 the three bands have Chern numbers 1, -2, 1.
theta = q*kx and ky are dimensionless Bloch phases; Jx, Jy are hoppings.
Sign: t counts particles pumped towards +x when ky grows by 2*pi.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

PI = np.pi


def harper(theta, ky, p, q, Jx=1.0, Jy=1.0):
    theta, ky = np.broadcast_arrays(theta, ky)
    H = np.zeros(theta.shape + (q, q), complex)
    for m in range(q):
        H[..., m, m] += -2 * Jy * np.cos(ky - 2 * PI * p * m / q)
        nxt = (m + 1) % q
        hop = -Jx * (np.exp(1j * theta) if nxt == 0 else 1.0)
        H[..., m, nxt] += hop
        H[..., nxt, m] += np.conj(hop)
    return H


def diophantine(p, q, r):
    """Return (s, t) with |t| < q/2, or None for the central gap of even q."""
    for t in range(-((q - 1) // 2), (q - 1) // 2 + 1):
        if (r - p * t) % q == 0:
            return (r - p * t) // q, t
    return None


def band_edges(p, q, Jx=1.0, Jy=1.0):
    corners = harper(np.array([0, PI]), np.array([0, PI / q]), p, q, Jx, Jy)
    levels = np.linalg.eigvalsh(corners)
    return levels.min(axis=0), levels.max(axis=0)


def overlap_det(left, right):
    return np.linalg.det(np.swapaxes(left.conj(), -1, -2) @ right)


def berry_chern(vectors, bands):
    """Gauge-invariant loop sum; axes 0 and 1 are theta and ky."""
    f = vectors[..., bands]
    ux = overlap_det(f, np.roll(f, -1, axis=0))
    uy = overlap_det(f, np.roll(f, -1, axis=1))
    loop = (ux * np.roll(uy, -1, axis=0)
            * np.conj(np.roll(ux, -1, axis=1)) * np.conj(uy))
    return np.angle(loop).sum() / (2 * PI)


def momentum_grid(n_theta, n_ky):
    return np.meshgrid(2 * PI * np.arange(n_theta) / n_theta,
                       2 * PI * np.arange(n_ky) / n_ky, indexing="ij")


def wannier_track(p, q, r, steps=60, n_theta=48):
    """Sum of Wannier centres, in sites, followed through one ky period."""
    theta = 2 * PI * np.arange(n_theta) / n_theta
    ky = 0.3 + 2 * PI * np.arange(steps * q + 1) / (steps * q)
    vec = np.linalg.eigh(harper(theta[:, None], ky[None, :], p, q))[1]
    f = vec[..., :r]
    site_phase = np.exp(-1j * np.arange(q) * 2 * PI / (n_theta * q))
    links = overlap_det(f, site_phase[:, None] * np.roll(f, -1, axis=0))
    phase = np.angle(np.prod(links / np.abs(links), axis=0))
    return -q * np.unwrap(phase) / (2 * PI)


# The Harper matrix against a two-dimensional real-space torus.
Lx, Ly = 6, 4
torus = np.zeros((Lx * Ly, Lx * Ly), complex)
for m in range(Lx):
    for n in range(Ly):
        here = m * Ly + n
        for there, amp in ((((m + 1) % Lx) * Ly + n, -1.0),
                           (m * Ly + (n + 1) % Ly,
                            -0.7 * np.exp(2j * PI * m / 3))):
            torus[there, here] += amp
            torus[here, there] += np.conj(amp)
blocks = harper(np.array([0, PI])[:, None],
                2 * PI * np.arange(Ly)[None, :] / Ly, 1, 3, 1.0, 0.7)
torus_error = np.max(np.abs(np.sort(np.linalg.eigvalsh(blocks).ravel())
                            - np.linalg.eigvalsh(torus)))
assert torus_error < 1e-10

# Momentum dependence of the determinant, and the cubic at q = 3.
rng = np.random.default_rng(4)
for p, q in ((1, 3), (1, 4), (2, 5), (3, 7)):
    th, ky = rng.uniform(0, 2 * PI, (2, 2))
    dets = np.linalg.det(0.37 * np.eye(q) - harper(th, ky, p, q, 1.0, 0.8))
    part = 2 * np.cos(th) + 2 * 0.8**q * np.cos(q * ky)
    assert abs(dets[1] - dets[0]
               - (-1)**(q - 1) * (part[1] - part[0])) < 1e-9
    if q == 3:
        cubic = 0.37**3 - 3 * (1 + 0.8**2) * 0.37 + part
        assert np.max(np.abs(dets - cubic)) < 1e-10

# Chern numbers from Berry loops and from Wannier motion.
fluxes = ((1, 3), (2, 3), (1, 4), (2, 5), (3, 7))
measured = {}
for p, q in fluxes:
    th, ky = momentum_grid(24, 12 * q)
    energies, vectors = np.linalg.eigh(harper(th, ky, p, q))
    low, high = band_edges(p, q)
    assert np.all(energies >= low - 1e-9)
    assert np.all(energies <= high + 1e-9)
    for r in range(1, q):
        solution = diophantine(p, q, r)
        if solution is None:
            assert abs(low[r] - high[r - 1]) < 1e-6
            continue
        assert low[r] - high[r - 1] > 1e-5
        t = berry_chern(vectors, list(range(r)))
        assert abs(t - solution[1]) < 1e-6, (p, q, r, t)
        measured[p, q, r] = int(round(t))
        track = wannier_track(p, q, r)
        assert abs(track[-1] - track[0] - q * t) < 1e-6
        part_move = track[60 * p] - track[0]
        assert abs(part_move - p * t) < 1e-6
        assert abs((part_move - r) / q - round((part_move - r) / q)) < 1e-6
        for ratio in np.linspace(0.1, 1.0, 19):
            lo, hi = band_edges(p, q, 1.0, ratio)
            assert lo[r] - hi[r - 1] > 1e-7

th, ky = momentum_grid(24, 36)
vectors = np.linalg.eigh(harper(th, ky, 1, 3))[1]
bands_third = [int(round(berry_chern(vectors, [b]))) for b in range(3)]
assert bands_third == [1, -2, 1]

# Weak-coupling gap opened by a second-order process at flux 2/5.
weak_J = 0.01
s_weak, t_weak = diophantine(2, 5, 1)
k_fermi = PI / 5
denominator = 1.0
for j in range(1, abs(t_weak)):
    k_mid = -k_fermi + np.sign(t_weak) * 2 * PI * 2 / 5 * j
    denominator *= abs(-2 * np.cos(k_fermi) + 2 * np.cos(k_mid))
weak_formula = 2 * weak_J**abs(t_weak) / denominator
lo, hi = band_edges(2, 5, 1.0, weak_J)
weak_direct = lo[1] - hi[0]
assert abs(weak_direct / weak_formula - 1) < 0.03

# State counting in the same two gaps at neighbouring fluxes.
low, high = band_edges(1, 3)
counts = []
for p, q in ((10, 31), (11, 32)):
    levels = np.linalg.eigvalsh(harper(0.4, 0.2, p, q))
    for r in (1, 2):
        middle = (high[r - 1] + low[r]) / 2
        count = int(np.sum(levels < middle))
        s, t = diophantine(1, 3, r)
        assert count == q * s + p * t
        counts.append((p, q, r, count))

# Patterned electron gas: rough round inputs, energies in meV, lengths in nm.
period, mass_ratio, amplitude = 40.0, 0.07, 8.0
temperature, g_factor, permittivity = 0.1, 0.4, 13.0
mobility_cm2, gate_distance = 1.0e6, 20.0
meV = const.e * 1e-3
mass = mass_ratio * const.m_e
kinetic = const.hbar**2 / (2 * mass) / meV * 1e18
field = const.h / (3 * const.e * (period * 1e-9)**2)


def line_bands(mesh, n_k=24):
    """Lowest two minibands of one cosine direction by finite differences."""
    hop = kinetic * (mesh / period)**2
    result = []
    for k in 2 * PI * np.arange(n_k) / n_k:
        H = np.diag(2 * hop - amplitude
                    * np.cos(2 * PI * np.arange(mesh) / mesh)).astype(complex)
        for i in range(mesh):
            j = (i + 1) % mesh
            amp = -hop * (np.exp(1j * k) if j == 0 else 1.0)
            H[i, j] += amp
            H[j, i] += np.conj(amp)
        result.append(eigh(H, eigvals_only=True, subset_by_index=[0, 1]))
    e1, e2 = np.array(result).T
    k = 2 * PI * np.arange(n_k) / n_k
    J_near = -np.mean(e1 * np.cos(k))
    J_far = -np.mean(e1 * np.cos(2 * k))
    return J_near, J_far, e2.min() + e1.min() - 2 * e1.max()


J, J_two, miniband_gap = line_bands(120)
mesh = 10
J_mesh = line_bands(mesh)[0]


def continuum(theta, ky):
    """Magnetic cell of 3 x 1 periods, flux 1/3 per period squared."""
    nx = 3 * mesh
    hop = kinetic * (mesh / period)**2
    H = np.zeros((nx * mesh, nx * mesh), complex)
    for i in range(nx):
        for j in range(mesh):
            a = i * mesh + j
            H[a, a] += 4 * hop - amplitude * (np.cos(2 * PI * i / mesh)
                                              + np.cos(2 * PI * j / mesh))
            b = ((i + 1) % nx) * mesh + j
            seam = theta + 2 * PI * j / mesh if i == nx - 1 else 0.0
            amp = -hop * np.exp(1j * seam)
            H[a, b] += amp
            H[b, a] += np.conj(amp)
            c = i * mesh + (j + 1) % mesh
            seam = ky if j == mesh - 1 else 0.0
            amp = -hop * np.exp(1j * (seam - 2 * PI * i / (3 * mesh**2)))
            H[a, c] += amp
            H[c, a] += np.conj(amp)
    return eigh(H, subset_by_index=[0, 2])


th, ky = momentum_grid(8, 12)
full_E = np.zeros((8, 12, 3))
full_V = np.zeros((8, 12, 3 * mesh**2, 3), complex)
for index in np.ndindex(8, 12):
    full_E[index], full_V[index] = continuum(th[index], ky[index])
full_t = [int(round(berry_chern(full_V, list(range(r))))) for r in (1, 2)]
full_gap = [full_E[..., r].min() - full_E[..., r - 1].max() for r in (1, 2)]
assert full_t == [1, -1] and min(full_gap) > 0

gap_J = low[1] - high[0]
gap_meV = gap_J * J
thermal = const.k * temperature / meV
zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * field / meV
broadening = const.hbar * const.e / (mass * mobility_cm2 * 1e-4) / meV
cyclotron = const.hbar * const.e * field / mass / meV
coulomb = (const.e**2 / (4 * PI * const.epsilon_0 * permittivity
                         * period * 1e-9) / meV)
gated = coulomb * (1 - period / np.hypot(period, 2 * gate_distance))

print(f"Torus against Harper matrix, largest difference: {torus_error:.1e} J")
for b in range(3):
    print(f"Flux 1/3 band {b+1}: {low[b]:.4f} to {high[b]:.4f} J,"
          f" Chern number {bands_third[b]}")
for p, q in fluxes:
    lo, hi = band_edges(p, q)
    for r in range(1, q):
        if (p, q, r) in measured:
            s, t = diophantine(p, q, r)
            print(f"Flux {p}/{q} gap {r}: s={s}, t={t}, Berry t="
                  f"{measured[p, q, r]}, width {lo[r]-hi[r-1]:.4f} J")
        else:
            print(f"Flux {p}/{q} gap {r}: closed")
for p, q, r, count in counts:
    print(f"Flux {p}/{q}, energy in gap {r} of 1/3: {count} levels below")
print(f"Flux 2/5 gap 1 at Jy={weak_J} Jx: direct {weak_direct:.4e},"
      f" formula {weak_formula:.4e} Jx")
print(f"Inputs: period {period:.0f} nm, mass {mass_ratio} m0,"
      f" potential amplitude {amplitude:.0f} meV")
print(f"Inputs: temperature {temperature} K, g-factor {g_factor},"
      f" relative permittivity {permittivity:.0f}")
print(f"Inputs: mobility {mobility_cm2:.1e} cm2/Vs,"
      f" gate distance {gate_distance:.0f} nm")
print(f"Field magnitude for flux 1/3: {field:.4f} T")
print(f"Nearest hopping J: {J:.4f} meV; two-period hopping/J: {J_two/J:.4f}")
print(f"Harper gap at flux 1/3: {gap_meV:.4f} meV")
print(f"Density for r=1, one spin: {1e14/(3*period**2):.3e} cm^-2")
print(f"Hall conductance quantum e^2/h: {const.e**2/const.h*1e6:.4f} uS")
print(f"Continuum mesh: {period/mesh:.1f} nm, J on it {J_mesh:.4f} meV")
for r in (1, 2):
    print(f"Continuum gap {r}: t={full_t[r-1]}, sampled width"
          f" {full_gap[r-1]/J_mesh:.4f} J on that mesh")
print(f"Gap to next miniband at zero field: {miniband_gap:.3f} meV")
print(f"Cyclotron energy: {cyclotron:.3f} meV")
print(f"Thermal energy: {thermal:.5f} meV")
print(f"Activation factor exp(-gap/2kT): {np.exp(-gap_meV/(2*thermal)):.2e}")
print(f"Zeeman splitting: {zeeman:.4f} meV")
print(f"Collision broadening hbar/tau: {broadening:.4f} meV")
print(f"Neighbour Coulomb energy: bare {coulomb:.3f}, gated {gated:.3f} meV")
print(f"Gated Coulomb energy / Harper gap: {gated/gap_meV:.2f}")
print("success")
```

It prints:

```
Torus against Harper matrix, largest difference: 3.1e-15 J
Flux 1/3 band 1: -2.7321 to -2.0000 J, Chern number 1
Flux 1/3 band 2: -0.7321 to 0.7321 J, Chern number -2
Flux 1/3 band 3: 2.0000 to 2.7321 J, Chern number 1
Flux 1/3 gap 1: s=0, t=1, Berry t=1, width 1.2679 J
Flux 1/3 gap 2: s=1, t=-1, Berry t=-1, width 1.2679 J
Flux 2/3 gap 1: s=1, t=-1, Berry t=-1, width 1.2679 J
Flux 2/3 gap 2: s=0, t=1, Berry t=1, width 1.2679 J
Flux 1/4 gap 1: s=0, t=1, Berry t=1, width 1.5307 J
Flux 1/4 gap 2: closed
Flux 1/4 gap 3: s=1, t=-1, Berry t=-1, width 1.5307 J
Flux 2/5 gap 1: s=1, t=-2, Berry t=-2, width 0.1572 J
Flux 2/5 gap 2: s=0, t=1, Berry t=1, width 1.5391 J
Flux 2/5 gap 3: s=1, t=-1, Berry t=-1, width 1.5391 J
Flux 2/5 gap 4: s=0, t=2, Berry t=2, width 0.1572 J
Flux 3/7 gap 1: s=1, t=-2, Berry t=-2, width 0.2856 J
Flux 3/7 gap 2: s=-1, t=3, Berry t=3, width 0.1409 J
Flux 3/7 gap 3: s=0, t=1, Berry t=1, width 1.5337 J
Flux 3/7 gap 4: s=1, t=-1, Berry t=-1, width 1.5337 J
Flux 3/7 gap 5: s=2, t=-3, Berry t=-3, width 0.1409 J
Flux 3/7 gap 6: s=0, t=2, Berry t=2, width 0.2856 J
Flux 10/31, energy in gap 1 of 1/3: 10 levels below
Flux 10/31, energy in gap 2 of 1/3: 21 levels below
Flux 11/32, energy in gap 1 of 1/3: 11 levels below
Flux 11/32, energy in gap 2 of 1/3: 21 levels below
Flux 2/5 gap 1 at Jy=0.01 Jx: direct 5.4876e-05, formula 5.5279e-05 Jx
Inputs: period 40 nm, mass 0.07 m0, potential amplitude 8 meV
Inputs: temperature 0.1 K, g-factor 0.4, relative permittivity 13
Inputs: mobility 1.0e+06 cm2/Vs, gate distance 20 nm
Field magnitude for flux 1/3: 0.8616 T
Nearest hopping J: 0.2348 meV; two-period hopping/J: -0.0557
Harper gap at flux 1/3: 0.2977 meV
Density for r=1, one spin: 2.083e+10 cm^-2
Hall conductance quantum e^2/h: 38.7405 uS
Continuum mesh: 4.0 nm, J on it 0.2332 meV
Continuum gap 1: t=1, sampled width 1.4520 J on that mesh
Continuum gap 2: t=-1, sampled width 0.9047 J on that mesh
Gap to next miniband at zero field: 6.884 meV
Cyclotron energy: 1.425 meV
Thermal energy: 0.00862 meV
Activation factor exp(-gap/2kT): 3.16e-08
Zeeman splitting: 0.0199 meV
Collision broadening hbar/tau: 0.0165 meV
Neighbour Coulomb energy: bare 2.769, gated 0.811 meV
Gated Coulomb energy / Harper gap: 2.72
success
```
